# Slater–Condon rules from creation and annihilation operators, with the phase

## What goes wrong without the rules

A configuration-interaction calculation needs the matrix elements $\langle D'|\hat H|D\rangle$ between Slater determinants. Written out from the definition, each $N$-electron determinant is a sum of $N!$ products, so one element is a sum of $(N!)^2$ integrals over the coordinates of all electrons. For four electrons that is 576 integrals. Most of them vanish or repeat one another, and the Slater–Condon rules say what is left: a few one- and two-electron integrals, with a sign in front.

The sign matters. In the LiH calculation below, omitting it leaves every matrix element with the right magnitude, yet the lowest energy is wrong by about 0.5 % of the correlation energy. That figure belongs to the minimal basis and the orbital order used there; with the same order in the 6-31G basis the error is about 9 %. Nothing in the size of the numbers gives the fault away.

## Conventions

Let $\varphi_1,\dots,\varphi_M$ be orthonormal spin orbitals, listed in an order that is chosen once and kept. Their operators obey

$$\{a_p,a_q^\dagger\}=\delta_{pq},\qquad \{a_p,a_q\}=\{a_p^\dagger,a_q^\dagger\}=0 .$$

A determinant is the string

$$|D\rangle=a^\dagger_{i_1}a^\dagger_{i_2}\cdots a^\dagger_{i_N}|\mathrm{vac}\rangle,\qquad i_1<i_2<\dots<i_N .$$

It represents the normalized antisymmetrized product of $\varphi_{i_1}(1)\cdots\varphi_{i_N}(N)$. Determinants with different occupations are orthogonal.

The operators are $O_1=\sum_n h(n)$ and $O_2=\sum_{m<n}g(m,n)$, with $g(m,n)=g(n,m)$. For a molecule with fixed nuclei, in Gaussian units,

$$h=-\frac{\hbar^2}{2m}\nabla^2-\sum_A\frac{Z_Ae^2}{|\mathbf r-\mathbf R_A|},\qquad g(1,2)=\frac{e^2}{r_{12}} .$$

The nuclear repulsion is a constant, added to the diagonal. The integrals are $h_{pq}=\langle\varphi_p|h|\varphi_q\rangle$ and

$$\langle pq|rs\rangle=\iint\varphi_p^*(1)\varphi_q^*(2)\,g(1,2)\,\varphi_r(1)\varphi_s(2)\,d1\,d2 ,$$

where integration includes the spin sum. Renaming the electrons gives the exchange symmetry $\langle pq|rs\rangle=\langle qp|sr\rangle$.

## The operators in second quantization

**One electron.** $O_1$ treats all electrons alike, so it commutes with antisymmetrization and may act on the simple product first. There it replaces each $\varphi_{i_n}$ in turn by $h\varphi_{i_n}=\sum_p\varphi_p h_{p i_n}$. If the basis is finite, $h\varphi_{i_n}$ also has a part outside it, but that part is orthogonal to every determinant we use. Hence, for matrix elements in our space,

$$O_1|D\rangle=\sum_n\sum_p h_{p i_n}\,|\dots p\dots\rangle ,$$

with $p$ standing in the $n$-th place. We need an operator that replaces $q$ by $p$ in place. Consider

$$\begin{aligned}
[a_p^\dagger a_q,a_r^\dagger]&=a_p^\dagger a_qa_r^\dagger-a_r^\dagger a_p^\dagger a_q\\
&=a_p^\dagger(\delta_{qr}-a_r^\dagger a_q)+a_p^\dagger a_r^\dagger a_q=\delta_{qr}a_p^\dagger .
\end{aligned}$$

Carry $a_p^\dagger a_q$ through the string from left to right. At each place the commutator leaves a term in which $a_q^\dagger$, if it stands there, has become $a_p^\dagger$, with no sign. At the end $a_p^\dagger a_q|\mathrm{vac}\rangle=0$. Therefore

$$O_1=\sum_{pq}h_{pq}\,a_p^\dagger a_q .$$

**Two electrons.** By the same argument, with $\sum_{m<n}=\tfrac12\sum_{m\ne n}$,

$$O_2|D\rangle=\tfrac12\sum_{m\neq n}\sum_{pq}\langle pq|i_mi_n\rangle\,|\dots p\dots q\dots\rangle ,$$

with $p$ in place $m$ and $q$ in place $n$, whichever comes first. The product $a_p^\dagger a_r\,a_q^\dagger a_s$ replaces $s$ by $q$ and then $r$ by $p$. It does this at two different places, as wanted, but it also contains the case where the second replacement acts on the orbital $q$ just inserted. That case needs $r=q$ and has the net effect $s\to p$, so it equals $\delta_{qr}a_p^\dagger a_s$. Subtracting it,

$$\begin{aligned}
a_p^\dagger a_ra_q^\dagger a_s-\delta_{qr}a_p^\dagger a_s
&=a_p^\dagger(\delta_{qr}-a_q^\dagger a_r)a_s-\delta_{qr}a_p^\dagger a_s\\
&=-a_p^\dagger a_q^\dagger a_ra_s=a_p^\dagger a_q^\dagger a_sa_r ,
\end{aligned}$$

and so

$$O_2=\tfrac12\sum_{pqrs}\langle pq|rs\rangle\,a_p^\dagger a_q^\dagger a_sa_r .$$

Removing the interaction of an electron with itself leaves both creation operators on the left. The reversed order $a_sa_r$ absorbs the minus sign that arises when $a_r$ is moved past $a_q^\dagger$.

## Which elements can be nonzero

Acting on a determinant, $a_p^\dagger a_q$ gives zero or, up to sign, a determinant in which at most one orbital has changed. The two-electron string changes at most two. Since different occupations are orthogonal,

- $\langle D'|O_1|D\rangle=0$ if the determinants differ in two or more orbitals;
- $\langle D'|O_2|D\rangle=0$ if they differ in three or more.

## Maximum coincidence and the phase

Call the orbitals in $D$ but not in $D'$ **holes**, $i<j$, and those in $D'$ but not in $D$ **particles**, $a<b$. Let $|C\rangle$ be the string of common orbitals in ascending order. Let $P_i$ be the position of $i$ in $D$, and $Q_a$ that of $a$ in $D'$, both counted from 1.

For one difference, moving $a_i^\dagger$ to the front of $D$ passes $P_i-1$ creation operators, each giving a factor $-1$:

$$|D\rangle=(-1)^{P_i-1}a_i^\dagger|C\rangle,\qquad |D'\rangle=(-1)^{Q_a-1}a_a^\dagger|C\rangle .$$

For two differences, first move $a_i^\dagger$ to the front. Since $i$ stood before $j$ and still does, $j$ keeps its position $P_j$, and bringing it to second place takes $P_j-2$ interchanges:

$$|D\rangle=(-1)^{P_i+P_j-3}a_i^\dagger a_j^\dagger|C\rangle,\qquad |D'\rangle=(-1)^{Q_a+Q_b-3}a_a^\dagger a_b^\dagger|C\rangle .$$

In the matrix element the two signs multiply, and the fixed shifts add to an even number. The phase is

$$\gamma=(-1)^{P_i+Q_a}\quad\text{(one difference)},\qquad \gamma=(-1)^{P_i+P_j+Q_a+Q_b}\quad\text{(two)}. \tag{1}$$

For one difference there is a shorter way to count. $P_i-1$ is the number of common orbitals below $i$, and $Q_a-1$ the number below $a$. Their sum has the same parity as their difference, so $\gamma$ is $-1$ to the number of common orbitals lying between $i$ and $a$.

## Equal determinants

In $\langle D|a_p^\dagger a_q|D\rangle$ the orbital removed must be put back, so $p=q=i$ with $i$ occupied:

$$\langle D|O_1|D\rangle=\sum_{i\in D}h_{ii}. \tag{2}$$

In $O_2$ two different occupied orbitals $r=i$, $s=j$ are removed and must both be restored. There are two ways:

- $p=i,\ q=j$: $a_i^\dagger a_j^\dagger a_ja_i|D\rangle=a_i^\dagger a_i|D\rangle=|D\rangle$, because $j$ is still occupied after $i$ has been removed.
- $p=j,\ q=i$: interchanging the creation operators gives $-|D\rangle$.

The second way carries $\langle ji|ij\rangle=\langle ij|ji\rangle$. Thus

$$\langle D|O_2|D\rangle=\tfrac12\sum_{i,j\in D}\big(\langle ij|ij\rangle-\langle ij|ji\rangle\big). \tag{3}$$

The terms $i=j$ may be included because they cancel. The first integral is the Coulomb repulsion of two charge densities. The exchange integral vanishes for opposite spins if $g$ does not act on spin.

## One difference

Taking out the signs,

$$\langle D'|O_1|D\rangle=\gamma\,\langle C|a_a\,O_1\,a_i^\dagger|C\rangle .$$

The operator must remove $i$ and create $a$, so $q=i$, $p=a$. Since $i$ is absent from $C$, $a_ia_i^\dagger|C\rangle=|C\rangle$, and the string gives $a_a^\dagger|C\rangle$, whose overlap with the bra is 1:

$$\langle D'|O_1|D\rangle=\gamma\,h_{ai}. \tag{4}$$

$O_2$ must also remove $i$ and create $a$. Its other removed orbital is some common $k$, which has to be restored. The basic string is

$$a_a^\dagger a_k^\dagger a_ka_i\,a_i^\dagger|C\rangle=a_a^\dagger a_k^\dagger a_k|C\rangle=a_a^\dagger|C\rangle .$$

Interchanging the two creation operators, or the two annihilation operators, changes the sign. The four assignments of $(p,q;r,s)$ are therefore

$$\begin{aligned}
(a,k;i,k)&:\ +\langle ak|ik\rangle, & (k,a;k,i)&:\ +\langle ka|ki\rangle=+\langle ak|ik\rangle,\\
(a,k;k,i)&:\ -\langle ak|ki\rangle, & (k,a;i,k)&:\ -\langle ka|ik\rangle=-\langle ak|ki\rangle .
\end{aligned}$$

They are equal in pairs, which cancels the factor $\tfrac12$:

$$\langle D'|O_2|D\rangle=\gamma\sum_{k\in C}\big(\langle ak|ik\rangle-\langle ak|ki\rangle\big). \tag{5}$$

One electron goes from $i$ to $a$ under the action of $h$ and of the averaged field of the spectators $k$. For $N=1$ there are no spectators and only (4) remains.

## Two differences

Now $O_2$ has to remove both holes and create both particles. With $(p,q;r,s)=(a,b;i,j)$,

$$a_a^\dagger a_b^\dagger a_ja_i\,a_i^\dagger a_j^\dagger|C\rangle=a_a^\dagger a_b^\dagger a_ja_j^\dagger|C\rangle=a_a^\dagger a_b^\dagger|C\rangle ,$$

because $i$ is absent from $a_j^\dagger|C\rangle$ and $j$ from $|C\rangle$. The assignment $(b,a;j,i)$ involves two interchanges and gives the same integral again. The assignments $(a,b;j,i)$ and $(b,a;i,j)$ involve one interchange each and both give $-\langle ab|ji\rangle$. With the factor $\tfrac12$,

$$\langle D'|O_2|D\rangle=\gamma\big(\langle ab|ij\rangle-\langle ab|ji\rangle\big). \tag{6}$$

No spectator appears: two electrons scatter from $i,j$ to $a,b$, and the others enter through the sign alone.

## Conditions

The derivation used neither Hermiticity nor real orbitals. It did use orthonormality: with non-orthogonal orbitals, determinants of different occupation can overlap and the zeros are lost. A three-electron operator could connect determinants with three differences, so the selection rule belongs to the operator, not to determinants as such.

## Why the phase cannot be dropped

If the spin orbitals are listed in another order, each determinant is multiplied by some $s_D=\pm1$, and $H_{D'D}$ becomes $s_{D'}H_{D'D}s_D$. Individual elements may change sign, but the eigenvalues stay the same.

Omitting $\gamma$ is different. Take two electrons in three spin orbitals, with determinants $\{1,2\}$, $\{1,3\}$, $\{2,3\}$. Rule (1) gives

$$\gamma_{12,13}=(-1)^{2+2}=+1,\quad \gamma_{12,23}=(-1)^{1+2}=-1,\quad \gamma_{13,23}=(-1)^{1+1}=+1 .$$

Their product is $-1$. A change of signs of the determinants would multiply the three elements by $s_1s_2\cdot s_2s_3\cdot s_3s_1=+1$. For a real symmetric $3\times3$ matrix the determinant contains the term $2H_{12}H_{23}H_{31}$. Dropping $\gamma$ reverses this term, so if it is nonzero the product of the eigenvalues changes.

## Worked example: LiH

Take LiH at 1.6 Å with restricted Hartree–Fock orbitals in the STO-3G basis: four electrons in twelve spin orbitals. They are ordered $1\alpha,1\beta,2\alpha,2\beta,\dots$, so odd numbers are $\alpha$ and even numbers $\beta$. Numbers 1 to 4 belong to $1\sigma$ and $2\sigma$, 5 and 6 to $3\sigma$, and 11 is $4\sigma\alpha$. The Hartree–Fock determinant is $\{1,2,3,4\}$. Energies are in hartree, $e^2/a_0$ with $a_0=\hbar^2/(me^2)$. The signs of the elements below also depend on the signs chosen for the orbitals.

**A. From $\{1,2,3,4\}$ to $\{1,2,4,5\}$.** The hole 3 is at position 3 and the particle 5 at position 4, so $\gamma=(-1)^7=-1$. (One common orbital, 4, lies between them.) The one-electron part is $-h_{53}=-0.032893$. The spectators are 1, 2 and 4:

$$-\big[(0.013451-0.011216)+0.013451-0.048580\big]=+0.03289 .$$

The two parts cancel. This is Brillouin's theorem. The missing spectator $k=i$ would contribute $\langle ai|ii\rangle-\langle ai|ii\rangle=0$, so the sum of (4) and (5) is $\gamma$ times the Fock matrix element $F_{ai}$, which is zero between occupied and virtual orbitals at Hartree–Fock convergence.

**B. From $\{1,2,5,6\}$ to $\{1,2,4,5\}$.** The hole 6 is at position 4 and the particle 4 at position 3, so again $\gamma=-1$. The spectators are 1, 2 and 5:

$$-\big[0.032893+0.013451+(0.013451-0.011216)+0.007484\big]=-0.05606 .$$

The one-electron integral and the contribution of the $1\sigma$ pair are the same as in A. The last spectator is now in $3\sigma$ instead of $2\sigma$, and contributes $+0.007484$ instead of $-0.048580$. The field is no longer the Hartree–Fock field, and the cancellation is gone.

**C. From $\{1,2,3,4\}$ to $\{2,4,5,11\}$.** The holes 1, 3 are at positions 1, 3 and the particles 5, 11 at positions 3, 4. The sum is 11 and $\gamma=-1$. All four orbitals have spin $\alpha$, so both integrals survive:

$$-(0.000560-0.001689)=+0.00113 .$$

If all $\alpha$ orbitals are listed before all $\beta$ orbitals, the holes are at 1, 2 and the particles at 1, 2. Then $\gamma=+1$ and the element is $-0.00113$.

**The whole matrix.** There are 225 determinants with $M_S=0$. Relative to the Hartree–Fock determinant, 1, 16 and 76 of them have zero, one and two differences. The other 132 have three or four, and their elements with it vanish.

Diagonalization, with the nuclear repulsion added, gives $-7.882324$ hartree, in agreement with an independent full-CI code. The Hartree–Fock energy is $-7.861865$ hartree, so the correlation energy in this basis is $-0.02046$ hartree, or $-0.557$ eV. A minimal basis is far from converged: all-electron CCSD(T) gives about $-0.031$ hartree in cc-pVDZ, $-0.050$ in cc-pVTZ and $-0.078$ with core-valence triple-zeta functions on Li, and the Hartree–Fock energy falls to about $-7.987$ hartree. The numbers here illustrate the rules and are not the energetics of LiH. Listing all $\alpha$ orbitals first reverses the sign of 1524 elements above the diagonal and leaves the lowest energy unchanged.

With $\gamma$ omitted in the alternating order, the lowest eigenvalue is $-7.882216$ hartree, too high by $0.000108$ hartree. The size and even the sign of this error depend on the order in which the spin orbitals are listed (with all $\alpha$ orbitals first the eigenvalue is too low by $0.000027$ hartree), whereas the correct eigenvalues do not. Perturbation theory about the Hartree–Fock determinant shows where the signs enter. The second-order energy $\sum_I|H_{0I}|^2/(E_0-E_I)$, with diagonal elements as zeroth-order energies, does not depend on them. The third order contains products $H_{0I}H_{IJ}H_{J0}$, which do. Higher orders also depend on the signs and can cancel much of the third-order change, so the third order alone does not give the size of the error. That the error is upward here is not guaranteed by the variational principle, since the altered matrix no longer represents the Hamiltonian.

The numerical check also compares rules (1)–(6) with antisymmetrized products and with explicit Fock-space matrices, using random complex integrals for four electrons in seven spin orbitals.

## Table of computed values

```
General test: electrons, spin orbitals, dets: 4 7 35
Max error, rules vs first quantization: 2.7e-15
Max error, Fock space vs first quantization: 2.7e-15
Max error if gamma is omitted: 13.48
LiH, RHF/STO-3G, distance: 1.6 angstrom
Spin orbitals, M_S=0 determinants: 12 225
Dets with 0,1,2,3,4 differences from HF: [1, 16, 76, 96, 36]
Order: odd number = alpha, even number = beta
Spatial orbital numbers of 1-4 sigma: [1, 2, 3, 6]
Element A: bra [1, 2, 4, 5], ket [1, 2, 3, 4]
  holes [3] at [3], particles [5] at [4], gamma -1
  h_ai = 0.032893 hartree
  k=1: <ak|ik> = 0.013451, <ak|ki> = 0.011216 hartree
  k=2: <ak|ik> = 0.013451, <ak|ki> = 0.000000 hartree
  k=4: <ak|ik> = -0.048580, <ak|ki> = -0.000000 hartree
  one-electron -0.032893, two-electron 0.032893, sum -0.000000 hartree
Element B: bra [1, 2, 4, 5], ket [1, 2, 5, 6]
  holes [6] at [4], particles [4] at [3], gamma -1
  h_ai = 0.032893 hartree
  k=1: <ak|ik> = 0.013451, <ak|ki> = 0.000000 hartree
  k=2: <ak|ik> = 0.013451, <ak|ki> = 0.011216 hartree
  k=5: <ak|ik> = 0.007484, <ak|ki> = 0.000000 hartree
  one-electron -0.032893, two-electron -0.023171, sum -0.056064 hartree
Element C: bra [2, 4, 5, 11], ket [1, 2, 3, 4]
  holes [1, 3] at [1, 3], particles [5, 11] at [3, 4], gamma -1
  <ab|ij> = 0.000560, <ab|ji> = 0.001689 hartree
  one-electron 0.000000, two-electron 0.001130, sum 0.001130 hartree
Element C, all alpha before all beta: gamma +1, value -0.001130 hartree
Elements above diagonal that change sign: 1524
Nuclear repulsion: 0.992207 hartree
Hartree-Fock energy: -7.861865 hartree
Full CI from the rules: -7.882324 hartree
Full CI, independent code: -7.882324 hartree
Full CI, reordered orbitals: -7.882324 hartree
Lowest eigenvalue, gamma omitted: -7.882216 hartree
Error from omitting gamma: 0.000108 hartree
Correlation energy: -0.020460 hartree = -0.5567 eV
```
